# Endpoint terms of QED splitting functions from sum rules: a numerical check

```python
# RESULT UNDER TEST (QED, lowest order, one lepton flavour of unit charge):
#   P_ee = (1+x^2)/(1-x)_+ + (3/2) delta(1-x),   P_game = (1+(1-x)^2)/x
#   P_egam = x^2+(1-x)^2 (same for positron),    P_gamgam = -(2/3) delta(1-x)
# x: momentum fraction; evolution variable t: dt = alpha/(2 pi) d ln(mu^2).
# The endpoint terms follow from electron number and momentum conservation.
# They are tested against a random cascade that contains no delta terms.
import numpy as np
from scipy.integrate import quad
from scipy.linalg import expm
from scipy import constants


def kernel_ee(x):
    """Real part of electron -> electron, x < 1."""
    return (1 + x**2) / (1 - x)


def kernel_game(x):
    """Electron -> photon."""
    return (1 + (1 - x)**2) / x


def kernel_egam(x):
    """Photon -> electron."""
    return x**2 + (1 - x)**2


def integral(func, low=0.0, high=1.0):
    return quad(func, low, high, epsabs=1e-11, epsrel=1e-11, limit=300)[0]


# ---- Real kernels from Dirac matrices and first-order perturbation theory ----
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]], complex),
         np.array([[1, 0], [0, -1]], complex)]
zero2 = np.zeros((2, 2), complex)
gamma0 = np.diag([1, 1, -1, -1]).astype(complex)
gammas = [np.block([[zero2, s], [-s, zero2]]) for s in pauli]


def slash(energy, vector):
    return energy * gamma0 - sum(v * g for v, g in zip(vector, gammas))


def splitting_from_vertex(x, photon_parent, kt=1e-4):
    """Coefficient of alpha/(2 pi) dx dk^2/k^2; parent energy is 1."""
    parent = np.array([0.0, 0.0, 1.0])
    first = np.array([kt, 0.0, x])
    second = np.array([-kt, 0.0, 1 - x])
    e_first, e_second = np.linalg.norm(first), np.linalg.norm(second)
    photon = parent if photon_parent else second
    direction = photon / np.linalg.norm(photon)
    pol_y = np.array([0.0, 1.0, 0.0])
    pol_x = np.cross(pol_y, direction)
    if photon_parent:
        other = slash(e_second, second)
    else:
        other = slash(1.0, parent)
    vertex = 0.0
    for pol in (pol_x, pol_y):
        eps_slash = slash(0.0, pol)
        product = slash(e_first, first) @ eps_slash @ other @ eps_slash
        vertex += np.trace(product).real / 2   # average over parent spin
    mismatch = e_first + e_second - 1.0
    # phase space, state norms and e^2 = 4 pi alpha combine to 1/8
    return vertex * kt**2 / (8 * e_first * e_second * mismatch**2)


print("Real kernels: vertex calculation / formula (dimensionless)")
for x in (0.2, 0.5, 0.8):
    ve = splitting_from_vertex(x, False)
    vg = splitting_from_vertex(x, True)
    assert abs(ve / kernel_ee(x) - 1) < 1e-5
    assert abs(vg / kernel_egam(x) - 1) < 1e-5
    # photon fraction x means electron fraction 1-x
    vp = splitting_from_vertex(1 - x, False)
    assert abs(vp / kernel_game(x) - 1) < 1e-5
    print(f" x={x:.1f}: e->e {ve:.5f} / {kernel_ee(x):.5f};"
          f" gamma->e {vg:.5f} / {kernel_egam(x):.5f}")

# ---- Electron number fixes the endpoint coefficient at finite cutoff ----
print("Endpoint coefficient A(eps) from electron number")
for eps in (1e-1, 1e-2, 1e-3):
    a_number = -integral(kernel_ee, 0, 1 - eps)
    a_formula = 2 * np.log(eps) + 1.5 - 2 * eps + eps**2 / 2
    assert abs(a_number - a_formula) < 1e-8
    print(f" eps={eps:.0e}: A={a_number:.6f},"
          f" A-2 ln(eps)={a_number - 2*np.log(eps):.6f}")


def act_ee(func):
    """Integral of func times the claimed P_ee, with separate 3/2 delta."""
    end = func(1.0)
    regular = integral(lambda x: (func(x) * (1 + x**2) - 2 * end) / (1 - x))
    return regular + 1.5 * end


def smooth(x):
    return np.exp(x) * np.cos(2 * x)


cut = 1e-5
cut_action = (integral(lambda x: smooth(x) * kernel_ee(x), 0, 1 - cut)
              - smooth(1.0) * integral(kernel_ee, 0, 1 - cut))
split_action = act_ee(smooth)
assert abs(cut_action - split_action) < 2e-4   # cutoff error is O(cut)
print("Action on exp(x) cos(2x)")
print(f" cut kernel, eps=1e-5: {cut_action:.5f}")
print(f" plus form with 3/2 delta: {split_action:.5f}")

# ---- Sum rules ----
number_ee = act_ee(lambda x: 1.0)
momentum_ee = act_ee(lambda x: x)
momentum_game = integral(lambda x: x * kernel_game(x))
momentum_pair = 2 * integral(lambda x: x * kernel_egam(x))
pair_rate = integral(kernel_egam)
photon_end = -momentum_pair
assert abs(number_ee) < 1e-8
assert abs(momentum_ee + momentum_game) < 1e-8
assert abs(photon_end + 2 / 3) < 1e-10
assert abs(pair_rate + photon_end) < 1e-10
print("Sum rules (dimensionless)")
print(f" electron number integral: {abs(number_ee):.6f}")
print(f" electron momentum, e->e: {momentum_ee:.6f}")
print(f" electron momentum, e->gamma: {momentum_game:.6f}")
print(f" momentum to the pair: {momentum_pair:.6f}")
print(f" total pair rate: {pair_rate:.6f}")
print(f" photon endpoint coefficient: {photon_end:.6f}")

# ---- Random cascade: real splittings and survival only ----
rng = np.random.default_rng(12345)
cascade_cut = 1e-4
rate_electron = integral(kernel_ee, 0, 1 - cascade_cut)


def draw(count, photon_parent):
    """Draw splitting fractions by rejection."""
    values = np.empty(count)
    pending = np.arange(count)
    while pending.size:
        u = rng.random(pending.size)
        if photon_parent:
            trial, accept = u, kernel_egam(u)
        else:
            trial = 1 - cascade_cut**u
            accept = (1 + trial**2) / 2
        good = rng.random(pending.size) < accept
        values[pending[good]] = trial[good]
        pending = pending[~good]
    return values


def cascade(events, t_end):
    """Final kind (+1 electron, -1 positron, 0 photon), fraction, event."""
    kind = np.ones(events, int)
    frac = np.ones(events)
    time = np.zeros(events)
    label = np.arange(events)
    final = []
    while kind.size:
        rate = np.where(kind == 0, pair_rate, rate_electron)
        time = time + rng.exponential(size=kind.size) / rate
        stop = time > t_end
        final.append((kind[stop], frac[stop], label[stop]))
        go = ~stop
        kind, frac, time, label = kind[go], frac[go], time[go], label[go]
        is_photon = kind == 0
        z = np.empty(kind.size)
        z[is_photon] = draw(int(is_photon.sum()), True)
        z[~is_photon] = draw(int((~is_photon).sum()), False)
        kind = np.concatenate([np.where(is_photon, 1, kind),
                               np.where(is_photon, -1, 0)])
        frac = np.concatenate([frac * z, frac * (1 - z)])
        time = np.concatenate([time, time])
        label = np.concatenate([label, label])
    return [np.concatenate(part) for part in zip(*final)]


def gamma_moment(n):
    """Moment of P_ee from harmonic numbers."""
    h_low = sum(1 / k for k in range(1, n + 1))
    h_high = sum(1 / k for k in range(1, n + 3))
    return 1.5 - h_low - h_high


def photon_share(t):
    return 2 / 3 * (1 - np.exp(-2 * t))


events, t_test = 100000, 0.5
kind, frac, label = cascade(events, t_test)


def event_mean(weights):
    sums = np.bincount(label, weights=weights, minlength=events)
    return sums.mean(), sums.std(ddof=1) / np.sqrt(events)


print(f"Cascade: {events} events, t={t_test}, cutoff={cascade_cut:.0e}")
for n in (1, 2, 3):
    mean, error = event_mean(kind * frac**n)
    predicted = np.exp(t_test * gamma_moment(n))
    assert abs(gamma_moment(n) - act_ee(lambda x: x**n)) < 1e-8
    # five standard errors plus the O(cutoff) bias
    assert abs(mean - predicted) < 5 * error + 5 * cascade_cut
    print(f" valence <x^{n}>: {mean:.4f} +- {error:.4f},"
          f" formula {predicted:.4f}")
mean, error = event_mean((kind == 0) * frac)
assert abs(mean - photon_share(t_test)) < 5 * error + 5 * cascade_cut
no_loss = np.array([[momentum_ee, momentum_pair], [momentum_game, 0.0]])
print(f" photon share: {mean:.4f} +- {error:.4f},"
      f" formula {photon_share(t_test):.4f}")
print(f" photon share without -2/3: {expm(no_loss*t_test)[1, 0]:.4f}")

# ---- Worked example: electron evolved from its mass to 100 GeV ----
mass = constants.physical_constants[
    "electron mass energy equivalent in MeV"][0] / 1000
alpha = constants.fine_structure
scale = 100.0
log_scale = np.log(scale**2 / mass**2)
t_example = alpha / (2 * np.pi) * log_scale
matrix = np.array([[momentum_ee, momentum_pair],
                   [momentum_game, photon_end]])
eigenvalues = np.sort(np.linalg.eigvals(matrix).real)
assert np.allclose(eigenvalues, [-2, 0], atol=1e-8)
lepton, photon = expm(matrix * t_example)[:, 0]
assert abs(photon - photon_share(t_example)) < 1e-9
wrong_number = np.exp(t_example * (number_ee - 1.5))
wrong_total = expm(no_loss * t_example)[:, 0].sum()
assert wrong_number < 1 and wrong_total > 1
print("Example: electron, fixed alpha, one flavour")
print(f" electron mass: {mass:.6e} GeV")
print(f" final scale: {scale:.1f} GeV")
print(f" 1/alpha: {1/alpha:.3f}")
print(f" ln(mu^2/m^2): {log_scale:.4f}")
print(f" t: {t_example:.6f}")
print(f" first-order photon share 4t/3: {momentum_game*t_example:.6f}")
print(f" photon momentum share: {photon:.6f}")
print(f" lepton momentum share: {lepton:.6f}")
print(f" valence mean x: {np.exp(t_example*gamma_moment(1)):.6f}")
print(f" electron number without 3/2 delta: {wrong_number:.6f}")
print(f" total momentum without -2/3 delta: {wrong_total:.6f}")
print("done: every assertion held")
```

Output:

```
Real kernels: vertex calculation / formula (dimensionless)
 x=0.2: e->e 1.30000 / 1.30000; gamma->e 0.68000 / 0.68000
 x=0.5: e->e 2.50000 / 2.50000; gamma->e 0.50000 / 0.50000
 x=0.8: e->e 8.20000 / 8.20000; gamma->e 0.68000 / 0.68000
Endpoint coefficient A(eps) from electron number
 eps=1e-01: A=-3.300170, A-2 ln(eps)=1.305000
 eps=1e-02: A=-7.730290, A-2 ln(eps)=1.480050
 eps=1e-03: A=-12.317510, A-2 ln(eps)=1.498000
Action on exp(x) cos(2x)
 cut kernel, eps=1e-5: 5.76877
 plus form with 3/2 delta: 5.76889
Sum rules (dimensionless)
 electron number integral: 0.000000
 electron momentum, e->e: -1.333333
 electron momentum, e->gamma: 1.333333
 momentum to the pair: 0.666667
 total pair rate: 0.666667
 photon endpoint coefficient: -0.666667
Cascade: 100000 events, t=0.5, cutoff=1e-04
 valence <x^1>: 0.5145 +- 0.0010, formula 0.5134
 valence <x^2>: 0.3541 +- 0.0010, formula 0.3529
 valence <x^3>: 0.2713 +- 0.0009, formula 0.2703
 photon share: 0.4203 +- 0.0009, formula 0.4214
 photon share without -2/3: 0.5047
Example: electron, fixed alpha, one flavour
 electron mass: 5.109990e-04 GeV
 final scale: 100.0 GeV
 1/alpha: 137.036
 ln(mu^2/m^2): 24.3686
 t: 0.028302
 first-order photon share 4t/3: 0.037736
 photon momentum share: 0.036688
 lepton momentum share: 0.963312
 valence mean x: 0.962967
 electron number without 3/2 delta: 0.958436
 total momentum without -2/3 delta: 1.000352
done: every assertion held
```
